# Valley gaps and the anomalous Hall transition of the Haldane model: a numerical check

```python
"""Haldane honeycomb model: valley masses and anomalous Hall transition.

Result under test: m_tau = M + 3 sqrt(3) tau t2 sin(phi), gap = 2 |m_tau|,
C = [sgn(m_plus) - sgn(m_minus)] / 2, sigma_xy = -C e^2/h.
The transition is at |M| = 3 sqrt(3) |t2 sin(phi)|.
M: energy +M on A and -M on B; t1: neighbour hopping; t2, phi: size and
phase of second-neighbour hopping, +phi for clockwise motion in a hexagon.
tau = +1, -1 labels the zone corners (tau 4 pi/(3 sqrt(3) a), 0).
Wave vectors are in units of 1/a, a = neighbour distance.
Berry connection: i <u|grad u>, lower band.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

ROOT3 = np.sqrt(3.0)
DELTA = np.array([[0, 1], [-ROOT3 / 2, -0.5], [ROOT3 / 2, -0.5]])
B = np.array([DELTA[1] - DELTA[2], DELTA[2] - DELTA[0], DELTA[0] - DELTA[1]])
RECIP = 2 * np.pi * np.linalg.inv(B[1:]).T
CELL_AREA = abs(np.linalg.det(B[1:]))
K_X = 4 * np.pi / (3 * ROOT3)


def components(kx, ky, p, bond=1.0):
    """Scalar energy, off-diagonal element and sigma_z coefficient."""
    t1, t2, phi, M = p
    weights = (bond, 1.0, 1.0)
    F = t1 * sum(w * np.exp(1j * (kx * d[0] + ky * d[1]))
                 for w, d in zip(weights, DELTA))
    angles = [kx * b[0] + ky * b[1] for b in B]
    e0 = 2 * t2 * np.cos(phi) * sum(np.cos(x) for x in angles)
    hz = M + 2 * t2 * np.sin(phi) * sum(np.sin(x) for x in angles)
    return e0, F, hz


def bloch(kx, ky, p, periodic=False):
    e0, F, hz = components(kx, ky, p)
    if periodic:
        F = F * np.exp(-1j * (kx * DELTA[0, 0] + ky * DELTA[0, 1]))
    H = np.empty(np.shape(F) + (2, 2), complex)
    H[..., 0, 0], H[..., 1, 1] = e0 + hz, e0 - hz
    H[..., 0, 1], H[..., 1, 0] = F, np.conj(F)
    return H


def grid(n):
    i, j = np.meshgrid(np.arange(n) / n, np.arange(n) / n, indexing="ij")
    return (i * RECIP[0, 0] + j * RECIP[1, 0],
            i * RECIP[0, 1] + j * RECIP[1, 1])


def masses(p):
    t1, t2, phi, M = p
    return {s: M + 3 * ROOT3 * s * t2 * np.sin(phi) for s in (1, -1)}


def chern(p, n=30):
    """Gauge-invariant link-variable sum; n divisible by 3 includes corners."""
    kx, ky = grid(n)
    u = np.linalg.eigh(bloch(kx, ky, p, periodic=True))[1][..., :, 0]
    u1, u2 = np.roll(u, -1, 0), np.roll(u, -1, 1)
    u12 = np.roll(u1, -1, 1)

    def link(left, right):
        return np.sum(left.conj() * right, axis=-1)

    loop = link(u, u1) * link(u1, u12) * link(u12, u2) * link(u2, u)
    return int(np.rint(-np.angle(loop).sum() / (2 * np.pi)))


def torus_hamiltonian(p, n):
    """Real-space matrix: second-neighbour phase follows from the turn."""
    t1, t2, phi, M = p
    H = np.zeros((2 * n * n, 2 * n * n), complex)
    cells = [(0, 0), (0, -1), (1, 0)]

    def index(x, y, s):
        return 2 * ((x % n) * n + y % n) + s

    def steps(x, y, s):
        sign = 1 if s == 0 else -1
        return [((x + sign * c[0], y + sign * c[1], 1 - s), sign * d)
                for c, d in zip(cells, DELTA)]

    for x in range(n):
        for y in range(n):
            for s in (0, 1):
                start = (x, y, s)
                j = index(*start)
                H[j, j] += M if s == 0 else -M
                for middle, d1 in steps(*start):
                    H[index(*middle), j] += t1
                    for end, d2 in steps(*middle):
                        if end == start:
                            continue
                        turn = np.sign(d1[0] * d2[1] - d1[1] * d2[0])
                        H[index(*end), j] += t2 * np.exp(-1j * phi * turn)
    return H


# Real-space hopping rule against the Bloch matrix and valley gaps.
p_test = (1.0, 0.23, 0.8, 0.37)
n_torus = 6
H_real = torus_hamiltonian(p_test, n_torus)
assert np.allclose(H_real, H_real.conj().T)
positions = np.array([x * B[1] + y * B[2] + s * DELTA[0]
                      for x in range(n_torus) for y in range(n_torus)
                      for s in (0, 1)])
sublattice = np.arange(len(positions)) % 2


def project(k):
    waves = np.zeros((len(positions), 2), complex)
    phase = np.exp(1j * positions @ k) / n_torus
    for s in (0, 1):
        waves[sublattice == s, s] = phase[sublattice == s]
    small = waves.conj().T @ H_real @ waves
    assert np.allclose(H_real @ waves, waves @ small, atol=1e-10)
    return small


for i in range(n_torus):
    for j in range(n_torus):
        k = (i * RECIP[0] + j * RECIP[1]) / n_torus
        assert np.allclose(project(k), bloch(k[0], k[1], p_test), atol=1e-10)
for tau in (1, -1):
    levels = np.linalg.eigvalsh(project(np.array([tau * K_X, 0.0])))
    assert abs(levels[1] - levels[0] - 2 * abs(masses(p_test)[tau])) < 1e-10

# Chern signs and separation of the bands for varied parameters.
rng = np.random.default_rng(7)
kx60, ky60 = grid(60)
for _ in range(40):
    t2 = rng.uniform(-0.33, 0.33)
    p = (rng.choice([-1.0, 1.0]), t2, rng.uniform(-np.pi, np.pi),
         rng.uniform(-7, 7) * abs(t2))
    m = masses(p)
    assert chern(p, 60) == round((np.sign(m[1]) - np.sign(m[-1])) / 2)
    e0, F, hz = components(kx60, ky60, p)
    half = np.sqrt(abs(F)**2 + hz**2)
    middle_energy = -3 * p[1] * np.cos(p[2])
    assert (e0 - half).max() < middle_energy < (e0 + half).min()
e0, F, hz = components(kx60, ky60, (1.0, -0.6, 0.2, 0.0))
half = np.sqrt(abs(F)**2 + hz**2)
assert (e0 + half).min() < (e0 - half).max()


def transition(t1, t2, phi):
    """Locate the loss of a nonzero Chern number without the mass formula."""
    low, high = 0.0, 10 * abs(t2)
    assert chern((t1, t2, phi, low)) != 0
    assert chern((t1, t2, phi, high)) == 0
    for _ in range(40):
        mid = (low + high) / 2
        if chern((t1, t2, phi, mid)) != 0:
            low = mid
        else:
            high = mid
    return (low + high) / 2


for t1, t2, phi in [(1, 0.2, 0.7), (1, -0.15, 2.1), (-1, 0.3, -1.2)]:
    expected = 3 * ROOT3 * abs(t2 * np.sin(phi))
    assert abs(transition(t1, t2, phi) - expected) < 1e-8

# Hall current from time evolution in a slowly switched field along y.
# Here hbar = |e| = a = 1 and the carrier charge is -1.
p_dyn = (1.0, 0.2, 1.2, 0.2)
kx, ky0 = grid(36)
psi = np.linalg.eigh(bloch(kx, ky0, p_dyn))[1][..., :, 0]
charge, field, duration, dt = -1.0, 0.005, 80.0, 0.1


def momentum_shift(t):
    return charge * field * (t / 2 - duration / (2 * np.pi)
                             * np.sin(np.pi * t / duration))


for step in range(round(duration / dt)):
    ky = ky0 + momentum_shift((step + 0.5) * dt)
    _, F, hz = components(kx, ky, p_dyn)
    size = np.sqrt(abs(F)**2 + hz**2)
    c, s = np.cos(size * dt), np.sin(size * dt) / size
    up, down = psi[..., 0], psi[..., 1]
    psi = np.stack((c * up - 1j * s * (hz * up + F * down),
                    c * down - 1j * s * (F.conj() * up - hz * down)), -1)
ky = ky0 + momentum_shift(duration)
h = 1e-5
dHx = (bloch(kx + h, ky, p_dyn) - bloch(kx - h, ky, p_dyn)) / (2 * h)
velocity = np.einsum("...i,...ij,...j->...", psi.conj(), dHx, psi).real
hall_dynamic = 2 * np.pi * charge * velocity.mean() / CELL_AREA / field
assert abs(hall_dynamic + chern(p_dyn)) < 0.005

# Rough parameters for twisted bilayer MoTe2, energies in meV.
t1, t2, phi = 4.0, 1.0, 2 * np.pi / 3
period_nm, layer_nm, atomic_nm, kappa = 5.0, 0.7, 0.35, 10.0
a_nm = period_nm / ROOT3
M_low, M_high = 2.0, 7.0
p_low, p_high = (t1, t2, phi, M_low), (t1, t2, phi, M_high)
M_critical = 3 * ROOT3 * abs(t2 * np.sin(phi))
M_numeric = transition(t1, t2, phi)
assert abs(M_numeric - M_critical) < 1e-8

# Linear cone and curvature of the splitting at both corners.
curvatures = {}
for tau in (1, -1):
    q = 1e-5
    for qx, qy in [(q, 0), (0, q), (q, q)]:
        F = components(tau * K_X + qx, qy, p_low)[1]
        assert abs(F + 1.5 * t1 * (tau * qx - 1j * qy)) < 1e-8
    q = 1e-3
    squares = []
    for shift in (-q, 0.0, q):
        _, F, hz = components(tau * K_X, shift, p_low)
        squares.append(abs(F)**2 + hz**2)
    numeric = (squares[0] - 2 * squares[1] + squares[2]) / (2 * q**2)
    formula = 9 / 4 * (t1**2 - 2 * ROOT3 * tau * masses(p_low)[tau]
                       * t2 * np.sin(phi))
    assert abs(numeric - formula) < 1e-3
    curvatures[tau] = numeric
    third = sum(np.exp(-2j * tau * K_X * d[0]) for d in DELTA)
    assert abs(third) < 1e-12


def band_data(p):
    e0, F, hz = components(*grid(300), p)
    half = np.sqrt(abs(F)**2 + hz**2)
    lower, upper = e0 - half, e0 + half
    return upper.min() - lower.max(), np.ptp(lower), 2 * half.min()


def thermal_hall(p, temperature, n=150):
    """Clean-limit intrinsic Hall conductance in e^2/h at one carrier/cell."""
    kx, ky = grid(n)
    energy, vectors = np.linalg.eigh(bloch(kx, ky, p))
    h = 1e-5
    dx = (bloch(kx + h, ky, p) - bloch(kx - h, ky, p)) / (2 * h)
    dy = (bloch(kx, ky + h, p) - bloch(kx, ky - h, p)) / (2 * h)
    bra = vectors.conj().swapaxes(-1, -2)
    dx, dy = bra @ dx @ vectors, bra @ dy @ vectors
    split = energy[..., 1] - energy[..., 0]
    curvature = -2 * np.imag(dx[..., 0, 1] * dy[..., 1, 0]) / split**2
    kT = sc.k / sc.e * 1e3 * temperature

    def occupation(mu):
        return expit(-(energy - mu) / kT)

    mu = brentq(lambda x: occupation(x).sum(-1).mean() - 1,
                energy.min(), energy.max())
    f = occupation(mu)
    return -2 * np.pi / CELL_AREA * np.mean((f[..., 0] - f[..., 1]) * curvature)


temperatures = (1.0, 4.0, 20.0)
hall_T = [thermal_hall(p_low, T) for T in temperatures]
assert abs(hall_T[0] + chern(p_low)) < 1e-3
assert abs(thermal_hall(p_high, 1.0) + chern(p_high)) < 1e-3

# Interband tunnelling: H = x sigma_x + m sigma_z with dx/dt = 1.
m_lz, reach = 0.5, 30.0


def lz_matrix(x):
    return np.array([[m_lz, x], [x, -m_lz]], complex)


initial = np.linalg.eigh(lz_matrix(-reach))[1][:, 0].astype(complex)
lz = solve_ivp(lambda x, y: -1j * (lz_matrix(x) @ y), (-reach, reach),
               initial, method="DOP853", rtol=1e-8, atol=1e-10)
upper = np.linalg.eigh(lz_matrix(reach))[1][:, 1]
probability = abs(np.vdot(upper, lz.y[:, -1]))**2
assert abs(probability - np.exp(-np.pi * m_lz**2)) < 2e-3

# Size of the effects left out of the ideal model.
hbar_v = 1.5 * t1 * a_nm
tunnel_field = np.pi * masses(p_low)[-1]**2 / hbar_v * 1e4
interlayer_field = 2 * M_critical / layer_nm * 0.01
bond = 1.1
k_dirac = brentq(lambda x: components(x, 0.0, (t1, t2, phi, 0), bond)[1].real,
                 0.8 * K_X, 1.2 * K_X)
_, F_bond, hz_bond = components(k_dirac, 0.0, (t1, t2, phi, 0), bond)
assert abs(F_bond) < 1e-9
M_bond = abs(hz_bond)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * kappa * a_nm * 1e-9) * 1e3
global_low, width_low, direct_low = band_data(p_low)
global_high, _, _ = band_data(p_high)
twist = np.degrees(2 * np.arcsin(atomic_nm / (2 * period_nm)))
_, F_edge, hz_edge = components(*(RECIP[0] / 2), p_low)
edge_gap = 2 * np.sqrt(abs(F_edge)**2 + hz_edge**2)

print("Rough inputs: twisted bilayer MoTe2, one hole species")
print(f"moire period = {period_nm:.1f} nm")
print(f"atomic lattice constant = {atomic_nm:.2f} nm")
print(f"twist angle = {twist:.1f} degrees")
print(f"neighbour distance a = {a_nm:.3f} nm")
print(f"t1 = {t1:.1f} meV, t2 = {t2:.1f} meV")
print(f"phi = {np.degrees(phi):.0f} degrees")
print(f"t2 sin(phi) = {t2*np.sin(phi):.4f} meV")
print(f"|t2 cos(phi)| = {abs(t2*np.cos(phi)):.3f} meV")
print(f"band-separation bound t1/3 = {t1/3:.3f} meV")
print(f"critical |M|, formula = {M_critical:.4f} meV")
print(f"critical |M|, Chern bisection = {M_numeric:.4f} meV")
for label, p, gap in (("low", p_low, global_low),
                      ("high", p_high, global_high)):
    m = masses(p)
    print(f"{label} M = {p[3]:.1f} meV")
    print(f"  masses K+, K- = {m[1]:.3f}, {m[-1]:.3f} meV")
    print(f"  gaps K+, K- = {2*abs(m[1]):.3f}, {2*abs(m[-1]):.3f} meV")
    print(f"  global gap = {gap:.3f} meV")
    print(f"  Chern number = {chern(p):d}")
print(f"low M: smallest direct gap = {direct_low:.3f} meV")
print(f"low M: zone-edge midpoint gap = {edge_gap:.3f} meV")
print(f"low M: q^2 coefficient K+ = {curvatures[1]:.2f} meV^2 a^2")
print(f"low M: q^2 coefficient K- = {curvatures[-1]:.2f} meV^2 a^2")
print(f"dynamic test: Chern number = {chern(p_dyn):d}")
print(f"dynamic test: sigma_xy = {hall_dynamic:.4f} e^2/h")
print(f"e^2/h = {sc.e**2/sc.h*1e6:.3f} microsiemens")
print(f"h/e^2 = {sc.h/sc.e**2/1e3:.3f} kiloohm")
for T, value in zip(temperatures, hall_T):
    print(f"T = {T:.0f} K: kT = {sc.k/sc.e*1e3*T:.3f} meV")
    print(f"  low-M sigma_xy = {value:.4f} e^2/h")
print(f"layer separation = {layer_nm:.1f} nm")
print(f"critical interlayer field = {interlayer_field:.3f} MV/cm")
print(f"hbar v = {hbar_v:.2f} meV nm")
print(f"K- tunnelling field, exponent 1 = {tunnel_field:.2e} V/cm")
print(f"tunnelling test probability = {probability:.4f}")
print(f"one bond multiplied by = {bond:.2f}")
print(f"critical |M| with changed bond = {M_bond:.4f} meV")
print(f"relative change = {100*(M_bond/M_critical-1):.2f} percent")
print(f"dielectric constant = {kappa:.0f}")
print(f"Coulomb energy at distance a = {coulomb:.1f} meV")
print(f"lower-band width at low M = {width_low:.2f} meV")
print("PASS")
```

It prints:

```
Rough inputs: twisted bilayer MoTe2, one hole species
moire period = 5.0 nm
atomic lattice constant = 0.35 nm
twist angle = 4.0 degrees
neighbour distance a = 2.887 nm
t1 = 4.0 meV, t2 = 1.0 meV
phi = 120 degrees
t2 sin(phi) = 0.8660 meV
|t2 cos(phi)| = 0.500 meV
band-separation bound t1/3 = 1.333 meV
critical |M|, formula = 4.5000 meV
critical |M|, Chern bisection = 4.5000 meV
low M = 2.0 meV
  masses K+, K- = 6.500, -2.500 meV
  gaps K+, K- = 13.000, 5.000 meV
  global gap = 5.000 meV
  Chern number = 1
high M = 7.0 meV
  masses K+, K- = 11.500, 2.500 meV
  gaps K+, K- = 23.000, 5.000 meV
  global gap = 5.000 meV
  Chern number = 0
low M: smallest direct gap = 5.000 meV
low M: zone-edge midpoint gap = 8.944 meV
low M: q^2 coefficient K+ = -7.87 meV^2 a^2
low M: q^2 coefficient K- = 19.13 meV^2 a^2
dynamic test: Chern number = 1
dynamic test: sigma_xy = -0.9956 e^2/h
e^2/h = 38.740 microsiemens
h/e^2 = 25.813 kiloohm
T = 1 K: kT = 0.086 meV
  low-M sigma_xy = -1.0000 e^2/h
T = 4 K: kT = 0.345 meV
  low-M sigma_xy = -0.9998 e^2/h
T = 20 K: kT = 1.723 meV
  low-M sigma_xy = -0.8266 e^2/h
layer separation = 0.7 nm
critical interlayer field = 0.129 MV/cm
hbar v = 17.32 meV nm
K- tunnelling field, exponent 1 = 1.13e+04 V/cm
tunnelling test probability = 0.4559
one bond multiplied by = 1.10
critical |M| with changed bond = 4.4843 meV
relative change = -0.35 percent
dielectric constant = 10
Coulomb energy at distance a = 49.9 meV
lower-band width at low M = 14.17 meV
PASS
```
